# Collapse resonances of a massless planar Dirac particle in a Coulomb field

## Problem

A single massless Dirac particle moves in a plane with the Hamiltonian $H=v\,\boldsymbol\sigma\cdot\mathbf p+V(r)$. Outside a core of radius $r_0$ the potential is $V=-b\,\hbar v/r$ with $b>1/2$. Inside, it is finite, real and proportional to the unit matrix.

(a) For total angular momentum $j=\pm\tfrac12$, find how the complex energies of successive resonances are related when $|E|r_0\ll\hbar v$. Say which features depend on the core.

(b) Check the answer with the cut-off potential $V=-b\,\hbar v/r_0$ for $r<r_0$, without assuming small energy in the matching.

Units are $\hbar=v=r_0=1$, so energies are in $\hbar v/r_0$. A resonance is a solution regular at the origin and purely outgoing at infinity. With time factor $e^{-iEt}$ it decays if $\mathrm{Im}\,E<0$, and its width is $\Gamma=-2\,\mathrm{Im}\,E$.

## Solution

### Radial equations

Let $\theta$ be the polar angle and write

$$\psi=\frac{1}{\sqrt r}\begin{pmatrix}F(r)\,e^{i(j-1/2)\theta}\\ iG(r)\,e^{i(j+1/2)\theta}\end{pmatrix},\qquad p_x\mp ip_y=-ie^{\mp i\theta}\Big(\partial_r\mp\frac ir\partial_\theta\Big).$$

In the upper row of $H\psi=E\psi$, the angular derivative contributes $(j+\tfrac12)G/r$, and differentiating $r^{-1/2}$ contributes $-G/(2r)$. The sum is $jG/r$. The lower row works in the same way, and

$$G'+\frac jrG=(E-V)F,\qquad F'-\frac jrF=-(E-V)G. \tag{1}$$

Replacing $(j,F,G)$ by $(-j,G,-F)$ leaves (1) unchanged, so $j$ and $-j$ have the same resonances.

Define $u=F+iG$ and $w=F-iG$. Outside the core $E-V=E+b/r$, and adding or subtracting $i$ times the first equation gives

$$u'=\frac jr w+i\Big(E+\frac br\Big)u,\qquad w'=\frac jr u-i\Big(E+\frac br\Big)w. \tag{2}$$

The radial current is $\psi^\dagger\sigma_r\psi=i(F^*G-FG^*)/r=(|u|^2-|w|^2)/(2r)$. Thus $u\sim e^{iEr}$ carries current outward and $w\sim e^{-iEr}$ carries it inward, for either sign of $E$.

### Why the coupling one half matters

For $r\ll b/|E|$, drop $E$ from (2) and try $u,w\propto r^s$. Then $(s-ib)u=jw$ and $(s+ib)w=ju$, so $s^2=j^2-b^2$. For $b>|j|$,

$$s=\pm i\gamma,\qquad \gamma=\sqrt{b^2-j^2}.$$

Since $u=(s+ib)w/j$, the general solution in this region is

$$w=Ar^{i\gamma}+Br^{-i\gamma},\qquad u=\frac ij\big[(b+\gamma)Ar^{i\gamma}+(b-\gamma)Br^{-i\gamma}\big]. \tag{3}$$

**Estimate of the ratio.** The outgoing solution of (2) depends on $r$ and $E$ through $Er$ alone, apart from normalization. Its coefficients therefore obey $A/B\propto E^{2i\gamma}$. The core demands a fixed $A/B$ when $|E|\ll1$. If one energy satisfies this demand, so does the energy multiplied by $e^{-\pi/\gamma}$, because $(e^{-\pi/\gamma})^{2i\gamma}=e^{-2\pi i}=1$. What remains is to show that an outgoing solution exists, and to find the phase and scale of $E$.

### The outgoing solution

The second equation of (2) gives

$$ju=rw'+i(Er+b)w. \tag{4}$$

Differentiate (4), and separately insert (4) into $j$ times the first equation of (2):

$$ju'=rw''+w'+iEw+i(Er+b)w',$$
$$ju'=\frac{j^2}{r}w+i(Er+b)w'-\frac{(Er+b)^2}{r}w.$$

Equate the two, cancel $i(Er+b)w'$ and multiply by $r$:

$$r^2w''+rw'+\big[(Er+b)^2-j^2+iEr\big]w=0.$$

With $w=r^{-1/2}f$ one has $r^2w''+rw'=r^{-1/2}(r^2f''+f/4)$. Hence

$$f''+\Big[E^2+\frac{(2b+i)E}{r}+\frac{\gamma^2+1/4}{r^2}\Big]f=0.$$

Now put $z=-2iEr$, so that $d^2/dr^2=-4E^2\,d^2/dz^2$ and $1/(Er)=-2i/z$. Division by $-4E^2$ gives Whittaker's equation,

$$\frac{d^2f}{dz^2}+\Big[-\frac14+\frac\kappa z+\frac{1/4-\mu^2}{z^2}\Big]f=0,\qquad \kappa=ib-\tfrac12,\quad \mu=i\gamma.$$

The solution $W_{\kappa,\mu}(z)$ behaves as $e^{-z/2}z^\kappa=e^{iEr}z^{ib-1/2}$ at large $|z|$ for $|\arg z|<3\pi/2$. It is the outgoing one. So $w=r^{-1/2}W_{\kappa,\mu}(z)$, and $u$ follows from (4). At small $|z|$,

$$W_{\kappa,\mu}\simeq z^{1/2}\left[\frac{\Gamma(-2i\gamma)}{\Gamma(1-i\gamma-ib)}z^{i\gamma}+\frac{\Gamma(2i\gamma)}{\Gamma(1+i\gamma-ib)}z^{-i\gamma}\right].$$

The factor $z^{1/2}r^{-1/2}$ is independent of $r$ and drops out of the ratio:

$$\frac AB=\frac{\Gamma(-2i\gamma)\,\Gamma(1+i\gamma-ib)}{\Gamma(2i\gamma)\,\Gamma(1-i\gamma-ib)}\,(-2iE)^{2i\gamma}. \tag{5}$$

### Matching to the core

Let the regular inner solution give $u/w=\Lambda$ at $r=1$, evaluated at $E=0$. There $F$ and $G$ can be chosen real, so $|\Lambda|=1$. Inserting (3),

$$\frac AB=K=-\frac{i(b-\gamma)/j-\Lambda}{i(b+\gamma)/j-\Lambda}. \tag{6}$$

Equating (5) and (6) gives $(-2iE)^{2i\gamma}=R$ with

$$R=K\,\frac{\Gamma(2i\gamma)\,\Gamma(1-i\gamma-ib)}{\Gamma(-2i\gamma)\,\Gamma(1+i\gamma-ib)}.$$

The logarithm of $R$ is defined up to $-2\pi in$, and dividing by $2i\gamma$ yields

$$\ln(-2iE_n)=\frac{\ln R}{2i\gamma}-\frac{\pi n}{\gamma}. \tag{7}$$

The neglected terms, in $\Lambda$ and in the solution at $r=1$, are of relative order $|E|r_0$. For $j=\pm\frac12$, therefore,

$$\boxed{\frac{E_{n+1}}{E_n}=\exp\!\left(-\frac{\pi}{\sqrt{b^2-1/4}}\right)\big[1+O(|E_n|r_0)\big]}$$

This is a relation between complex energies: positions and widths shrink together. The law is asymptotic, and (7) cannot be trusted for those $n$ that give $|E|r_0\gtrsim1$.

### The common ray

Let $\varphi=\arg(-2iE)$. Then $|(-2iE)^{2i\gamma}|=e^{-2\gamma\varphi}=|R|$.

To find $|K|$, set $c=i(b-\gamma)/j$. Because $(b-\gamma)(b+\gamma)=j^2$, the other constant in (6) is $i(b+\gamma)/j=1/c^*$. For $|\Lambda|=1$,

$$|\Lambda-c|=|1-c^*\Lambda|=|c|\,|1/c^*-\Lambda|,$$

so $|K|=|c|=(b-\gamma)/|j|$, whatever the core. The factors $\Gamma(\pm2i\gamma)$ are complex conjugates and have equal moduli. With $|\Gamma(1+ix)|^2=\pi x/\sinh\pi x$,

$$|R|^2=\frac{(b-\gamma)^2}{j^2}\cdot\frac{b+\gamma}{b-\gamma}\cdot\frac{\sinh\pi(b-\gamma)}{\sinh\pi(b+\gamma)}=\frac{\sinh\pi(b-\gamma)}{\sinh\pi(b+\gamma)}.$$

Writing $\sinh x=\tfrac12e^x(1-e^{-2x})$ gives

$$\varphi=-\frac{\ln|R|}{2\gamma}=\frac\pi2+\delta,\qquad \delta=\frac1{4\gamma}\ln\frac{1-e^{-2\pi(b+\gamma)}}{1-e^{-2\pi(b-\gamma)}}>0. \tag{8}$$

There is also an upper bound. Since $\pi\coth\pi x$ is the derivative of $\ln\sinh\pi x$, $\varphi$ is $\pi/2$ times the average of $\coth\pi x$ over $b-\gamma<x<b+\gamma$. Use $\coth y\le1+1/y$ and set $b=|j|\cosh\eta$, $\gamma=|j|\sinh\eta$. Then

$$\delta\le\frac{1}{4\gamma}\ln\frac{b+\gamma}{b-\gamma}=\frac{\eta}{2|j|\sinh\eta}\le\frac1{2|j|}\le1<\frac\pi2.$$

Because $E=\tfrac i2e^{\ln(-2iE)}$, its argument is $\pi+\delta$. Hence $\mathrm{Re}\,E=-|E|\cos\delta<0$, $\mathrm{Im}\,E=-|E|\sin\delta<0$, and

$$\frac{\Gamma}{|\mathrm{Re}\,E|}=2\tan\delta.$$

In the limit $|E|r_0\ll1$, the core sets the common scale $|E|$ through the phase of $K$. It affects neither the ratio nor the ray.

### Tunnelling, and the limits in $b$

At $E=-|E|$ the semiclassical radial momentum obeys $p_r^2=(b/r-|E|)^2-j^2/r^2$. It is imaginary for $b-|j|<|E|r<b+|j|$. This barrier separates the inner region from the outer region of negative kinetic energy, into which the particle escapes. With $|E|r=b+|j|\cos\chi$, the barrier action is

$$S=\int_0^\pi\frac{j^2\sin^2\chi}{b+|j|\cos\chi}\,d\chi=\int_0^\pi\Big[b-|j|\cos\chi-\frac{\gamma^2}{b+|j|\cos\chi}\Big]d\chi=\pi(b-\gamma).$$

The last term used $\int_0^\pi d\chi/(b+|j|\cos\chi)=\pi/\gamma$. The denominator in (8) is thus $1-e^{-2S}$, and when both $e^{-2S}$ and $e^{-4\pi\gamma}$ are small, (8) reduces to $\delta\simeq e^{-2S}/(4\gamma)$, the usual tunnelling estimate. Otherwise the prefactor $1/(4\gamma)$ and the numerator of (8) matter as much as the barrier factor. For $|j|=\tfrac12$, $e^{-2S}$ is never below $e^{-\pi}=0.043$. The barrier's inner edge lies at $(b-|j|)/|E|$, so successive states are larger by $e^{\pi/\gamma}$.

For $b=\tfrac12+\epsilon$ with small $\epsilon$, $\gamma\simeq\sqrt\epsilon$ and the ratio becomes $e^{-\pi/\sqrt\epsilon}$. The levels separate enormously, while $\delta$ tends to the finite value $\tfrac\pi2(\coth\tfrac\pi2-1)$.

For $b<\tfrac12$ the exponents $\pm s$ are real. The matching condition then has the form $(-2iE)^{2s}=\text{const}$, which admits a single value of $|E|$ instead of a sequence tending to zero. This form holds only for $|E|r_0\ll1$, so it locates a resonance only if that value is itself small. For $b>\tfrac32$, channels with $|j|\ge\tfrac32$ and $|j|<b$ add families with their own $\gamma$.

## Check with the cut-off potential

Inside the core take $j=\tfrac12$ and $k=E+b$. The regular solution is $F=\sqrt r\,J_0(kr)$, $G=\sqrt r\,J_1(kr)$. The identities $J_0'=-J_1$ and $J_1'(x)+J_1(x)/x=J_0(x)$ reproduce (1). The matching condition at any $E$ is

$$\frac{u}{w}\bigg|_{r=1}=\frac{J_0(E+b)+iJ_1(E+b)}{J_0(E+b)-iJ_1(E+b)},$$

with the outgoing $u,w$ on the left. For $b=1$, $\gamma=\sqrt{1-0.25}=0.86603$, and the law predicts $\exp(-\pi/0.86603)=0.026580$. The numerical roots, numbered from the largest one followed here, are:

| Root | $\mathrm{Re}\,E$ | $\mathrm{Im}\,E$ | $\lvert E\rvert$/previous |
|---|---|---|---|
| 1 | $-4.360\times10^{-2}$ | $-7.231\times10^{-3}$ | – |
| 2 | $-1.1485\times10^{-3}$ | $-1.886\times10^{-4}$ | 0.02633 |
| 3 | $-3.052\times10^{-5}$ | $-5.011\times10^{-6}$ | 0.026573 |
| 4 | $-8.112\times10^{-7}$ | $-1.332\times10^{-7}$ | 0.026580 |

Relative to the law, the complex ratios deviate by $9.4\times10^{-3}$, $2.5\times10^{-4}$ and $6.6\times10^{-6}$. This is the expected cut-off correction. At root 4 the error of (7) in $\ln E$ has magnitude $0.219\,|E|r_0$. Applied to root 1, this coefficient gives $0.219\times0.0442=0.0097$, close to the first deviation.

Two tests concern the roots themselves. Integrating (2) along a complex path, without Whittaker functions, reproduces the first three to a relative $6\times10^{-11}$. A contour count finds four roots in the region $0<\arg(-2iE)<3$, $e^{-1.5}|E_4|<|E|<e^{0.8}|E_1|$, so no member of the series is missing there. Larger energies were not searched.

The ray also agrees. Equation (8) gives $\delta=0.16274$ and $\Gamma/|\mathrm{Re}\,E|=2\tan\delta=0.3284$. The roots give 0.3317, 0.3285, 0.3284 and 0.3284. The width is a third of $|\mathrm{Re}\,E|$, with $S=0.4209$ and $e^{-2S}=0.431$. The barrier factor alone does not set this number. By (8), for $|j|=\tfrac12$ the ratio $\Gamma/|\mathrm{Re}\,E|$ is 0.286 as $b\to\tfrac12$, where $e^{-2S}=0.043$, and 0.176 at $b=6$, where $e^{-2S}=0.877$.

Replacing the flat core by $V=-b(3-r^2)/2$ for $r<1$ gives two successive roots with $|E|=4.157\times10^{-5}$ and $1.105\times10^{-6}$. The scale has moved, but the ratio is again 0.026580 and $\varphi$ is again 1.7335.

### What appears at real energy

At real $E<0$ the regular solution contains incoming and outgoing waves. The combination $u_1w_2-w_1u_2$ of two solutions of (2) is independent of $r$, as differentiation shows. Evaluated with the regular and outgoing solutions, it gives the incoming amplitude at infinity and the mismatch at $r=1$. By (3) and (6), that mismatch is $B\,[1-(A/B)/K]$ times a constant, where $A$ and $B$ belong to the outgoing solution. Normalize this solution to $|u|=1$ at infinity. For real $E<0$ it is then a function of $|E|r$ alone, up to a constant phase, so its term $Br^{-i\gamma}$ is a fixed number times $(|E|r)^{-i\gamma}$, again up to a phase. Hence $|B|$ does not depend on $E$, and the incoming amplitude has a modulus proportional to $|1-(A/B)/K|$. Using (5) and (7),

$$\frac{A/B}{K}=\frac{(-2iE)^{2i\gamma}}{R}=\rho\,e^{2i\gamma\ln|E/E_n|},\qquad \rho=e^{2\gamma\delta},$$

because $\arg(-2iE)=\pi/2$ here, against $\pi/2+\delta$ at the resonance. For fixed amplitude at infinity, the density at the centre is proportional to $|1-\rho e^{2i\gamma\ln|E/E_n|}|^{-2}$. It peaks at $E=-|E_n|$, not at $\mathrm{Re}\,E_n$, and its maximum exceeds its minimum by $[(\rho+1)/(\rho-1)]^2$.

Real-energy integration of (1) puts the peak of state 2 at $-1.1639\times10^{-3}$, where $|E_2|=1.1639\times10^{-3}$. The peaks of states 4 and 3 have the ratio 0.026580. The contrast is 51.0, as predicted.

### A few couplings

For the flat core, each row with $b\ne1$ compares two successive roots with $|E|$ of about $10^{-5}$ or less. The row $b=1$ uses roots 3 and 4.

| $b$ | $\gamma$ | Ratio from matching | $e^{-\pi/\gamma}$ |
|---|---|---|---|
| 0.6 | 0.33166 | $7.6957\times10^{-5}$ | $7.6957\times10^{-5}$ |
| 0.8 | 0.62450 | $6.5351\times10^{-3}$ | $6.5351\times10^{-3}$ |
| 1.0 | 0.86603 | $2.6580\times10^{-2}$ | $2.6580\times10^{-2}$ |
| 1.3 | 1.20000 | $7.2949\times10^{-2}$ | $7.2949\times10^{-2}$ |

For a sense of scale, take $v=10^6$ m/s and $r_0=1$ nm, so that $\hbar v/r_0=658.2$ meV. At $b=1$ root 1 then lies at $-28.7$ meV with width 9.5 meV, and root 2 at $-0.756$ meV with width 0.248 meV. The outer edge of the barrier, $(b+|j|)\hbar v/|E|$, is then at about 34 nm for root 1 and 1.3 µm for root 2, and $|E_2|/k_B\approx9$ K. The geometric law stops applying where another length intervenes, such as the sample size or a screening length, or where a mass can no longer be neglected. Interactions between particles, including screening by the filled negative-energy states, are outside this one-particle model. The remaining digits are in the numerical output below.

## Calculated quantities

```
Energies in hbar*v/r0 unless a unit is given
coupling b = 1.000, |j| = 0.5, gamma = 0.866025
law exp(-pi/gamma) = 0.026580
inverse ratio exp(pi/gamma) = 37.622
angle phi = 1.733540 rad, phi - pi/2 = 0.162744 rad
limiting width/|Re E| = 0.32839
resonance 1: Re E = -4.360432e-02, Im E = -7.231414e-03
  |E| = 4.419989e-02, limiting law |E| = 4.377759e-02
  width/|Re E| = 0.33168
resonance 2: Re E = -1.148511e-03, Im E = -1.886294e-04
  |E| = 1.163898e-03, limiting law |E| = 1.163605e-03
  width/|Re E| = 0.32848
resonance 3: Re E = -3.052008e-05, Im E = -5.011305e-06
  |E| = 3.092876e-05, limiting law |E| = 3.092855e-05
  width/|Re E| = 0.32839
resonance 4: Re E = -8.112165e-07, Im E = -1.331984e-07
  |E| = 8.220790e-07, limiting law |E| = 8.220789e-07
  width/|Re E| = 0.32839
|E_2/E_1| = 0.0263326, relative complex deviation = 9.43e-03
|E_3/E_2| = 0.0265734, relative complex deviation = 2.48e-04
|E_4/E_3| = 0.0265798, relative complex deviation = 6.59e-06
log-energy error / (|E| r0), resonance 4 = 0.2188
largest relative difference, path integration = 6.0e-11
roots counted by contour = 4.000000
density peak 2: E = -1.16389e-03, |E_peak|/|E_2| = 0.99999
density peak 3: E = -3.09287e-05, |E_peak|/|E_3| = 1.00000
density peak 4: E = -8.22077e-07, |E_peak|/|E_4| = 1.00000
density peak ratio 4/3 = 0.026580
density contrast = 51.01, law = 51.01
ball core: |E| = 4.15697e-05 and 1.10491e-06
ball core: ratio = 0.026580, angle = 1.733540 rad
barrier action S = 0.420894, exp(-2S) = 0.43094
b = 0.6: gamma = 0.33166, ratio = 7.695742e-05, law = 7.695742e-05
b = 0.8: gamma = 0.62450, ratio = 6.535056e-03, law = 6.535056e-03
b = 1.3: gamma = 1.20000, ratio = 7.294902e-02, law = 7.294906e-02
v = 1.0e+06 m/s, r0 = 1.0 nm, hbar*v/r0 = 658.212 meV
resonance 1: Re E = -28.7009 meV, width = 9.5196 meV
resonance 2: Re E = -0.7560 meV, width = 0.2483 meV
```
